# Electromechanical Instability of a Dielectric Film under Voltage: a program that tests the result

```python
"""Stark-Garton electromechanical instability of a dielectric film.
Result under test: when Y*ln(d0/d) balances eps*(V/d)**2/2 at fixed voltage,
stable equilibrium ends at d/d0 = exp(-1/2), V/d0 = sqrt(Y/eps)*exp(-1/2).
Y: incremental modulus, eps: permittivity, d0 and d: initial and current
thickness, V: voltage, x = d/d0. Electrode area is fixed unless stated.
Material inputs are rough values typical of porous organosilicate films.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lambertw

MV_CM = 1e8          # V/m in one MV/cm
thickness = 50e-9    # m
k_rel = 2.5
modulus = 5e9        # Pa
field_bd = 6 * MV_CM # rough electrical breakdown field
poisson = 0.25
strength = 0.5e9     # Pa, rough crushing strength
barrier_eV = 3.0     # rough electron barrier
eps = k_rel * const.epsilon_0

# Derived formulas
x_crit = np.exp(-0.5)
true_crit = np.sqrt(modulus / eps)
nominal_crit = true_crit * x_crit


def elastic_log(x):
    """Elastic energy / (Y * initial volume), logarithmic law, fixed area."""
    return 1 - x + x * np.log(x)


def cap_constant(x):
    """Capacitance / (eps0 * initial area / d0), constant permittivity."""
    return k_rel / x


def cap_densified(x):
    """Same, with Clausius-Mossotti permittivity and density ~ 1/x."""
    b = (k_rel - 1) / (k_rel + 2) / x
    return (1 + 2 * b) / (1 - b) / x


# Energy landscape built from small Hookean steps on the current thickness
grid = np.linspace(1.0, 0.45, 20001)
step = grid[0] - grid[1]
middle = 0.5 * (grid[1:] + grid[:-1])
stress = np.concatenate(([0.0], np.cumsum(step / middle)))
work = np.concatenate(([0.0], np.cumsum(0.5 * step * (stress[1:] + stress[:-1]))))
assert np.allclose(stress, np.log(1 / grid), atol=1e-8)
assert np.allclose(work, elastic_log(grid), atol=1e-8)


def threshold_from_energy(cap, Y):
    """Bisect for the nominal field at which the energy minimum disappears."""
    scale = np.sqrt(Y / eps)
    low, high = 0.01 * scale, 2.0 * scale
    for _ in range(50):
        field = 0.5 * (low + high)
        energy = Y * work - 0.5 * const.epsilon_0 * cap(grid) * field**2
        rise = np.diff(energy)
        if np.any(rise > 0):
            low = field
        else:
            high = field
    return field, middle[np.argmax(rise)]


field_num, x_num = threshold_from_energy(cap_constant, modulus)
assert abs(field_num / nominal_crit - 1) < 1e-6
assert abs(x_num - x_crit) < 2e-4
assert abs(field_num / x_num / true_crit - 1) < 5e-4


def path_field(x, cap, elastic):
    """Nominal field holding the film at x, from derivatives of the energies."""
    h = 1e-5
    d_el = (elastic(x + h) - elastic(x - h)) / (2 * h)
    d_cap = (cap(x + h) - cap(x - h)) / (2 * h)
    return np.sqrt(2 * modulus * d_el / (const.epsilon_0 * d_cap))


def path_maximum(cap, elastic):
    best = minimize_scalar(lambda x: -path_field(x, cap, elastic) / true_crit,
                           bounds=(0.45, 0.98), method="bounded",
                           options={"xatol": 1e-9})
    return -best.fun * true_crit, best.x


# Electrostatic pressure from the field energy at fixed charge
charge = eps * field_bd
dd = 1e-3 * thickness
stored = lambda d: charge**2 * d / (2 * eps)
pressure_num = (stored(thickness + dd) - stored(thickness - dd)) / (2 * dd)
pressure_bd = eps * field_bd**2 / 2
assert abs(pressure_num / pressure_bd - 1) < 1e-9
# Fixed voltage: field energy minus the work of the source
volt_bd = field_bd * thickness
source_pot = lambda d: eps * volt_bd**2 / (2 * d) - eps * volt_bd**2 / d
pull = (source_pot(thickness + dd) - source_pot(thickness - dd)) / (2 * dd)
assert abs(pull / pressure_bd - 1) < 1e-5


def branches(field):
    u = eps * field**2 / modulus
    return [float(np.exp(lambertw(-u, n).real / 2)) for n in (0, -1)]


# Branches against direct root finding, and curvature of the energy
branch_rows = []
for fraction in (0.5, 0.9, 0.99):
    field = fraction * nominal_crit
    balance = lambda x: modulus * np.log(1 / x) - eps * (field / x)**2 / 2
    roots = [brentq(balance, x_crit, 1.0), brentq(balance, 0.05, x_crit)]
    pair = branches(field)
    assert np.allclose(pair, roots, atol=1e-8)
    total = lambda x: elastic_log(x) - eps * field**2 / (2 * modulus * x)
    for x, sign in zip(pair, (1, -1)):
        h = 1e-4
        curve = (total(x + h) - 2 * total(x) + total(x - h)) / h**2
        formula = (1 - 2 * np.log(1 / x)) / x
        assert abs(curve - formula) < 1e-3 * max(1, abs(formula))
        assert sign * curve > 0
    branch_rows.append((fraction, *pair))
wide = np.linspace(0.01, 1, 20000)
net = eps * (1.001 * nominal_crit / wide)**2 / 2 - modulus * np.log(1 / wide)
assert np.all(net > 0)

# Fixed charge: stable even beyond the charge at the fixed-voltage threshold
q_ratio = 1.5
q = q_ratio * eps * true_crit
fixed_q = minimize_scalar(
    lambda x: elastic_log(x) + q**2 * x / (2 * eps * modulus),
    bounds=(0.01, 1), method="bounded", options={"xatol": 1e-10})
x_charge = np.exp(-q**2 / (2 * eps * modulus))
assert abs(fixed_q.x - x_charge) < 1e-5
charge_nominal = q * x_charge / eps
assert charge_nominal < nominal_crit

# Other mechanical assumptions
linear_field, linear_x = path_maximum(cap_constant, lambda x: (1 - x)**2 / 2)
assert abs(linear_x - 2 / 3) < 1e-4
assert abs(linear_field / np.sqrt(8 * modulus / (27 * eps)) - 1) < 1e-6
free_field, free_x = path_maximum(lambda x: k_rel / x**2,
                                  lambda x: np.log(x)**2 / 2)
assert abs(free_x - x_crit) < 1e-4
assert abs(free_field * np.sqrt(2) / nominal_crit - 1) < 1e-6

# Lateral clamping: invert the isotropic compliance matrix
compliance = ((1 + poisson) * np.eye(3) - poisson * np.ones((3, 3))) / modulus
confined = np.linalg.inv(compliance)[0, 0]
confined_formula = modulus * (1 - poisson) / ((1 + poisson) * (1 - 2 * poisson))
assert abs(confined / confined_formula - 1) < 1e-10
clamped_field = np.sqrt(confined / eps) * x_crit
clamped_num, _ = threshold_from_energy(cap_constant, confined)
assert abs(clamped_num / clamped_field - 1) < 1e-6

# Densification and its extra electrostrictive pressure
dense_field, dense_x = path_maximum(cap_densified, elastic_log)
dense_num, dense_x_num = threshold_from_energy(cap_densified, modulus)
assert abs(dense_num / dense_field - 1) < 1e-5
assert abs(dense_x_num - dense_x) < 3e-4
h = 1e-5
boost = -(cap_densified(1 + h) - cap_densified(1 - h)) / (2 * h) / k_rel
assert abs(boost - (1 + (k_rel - 1) * (k_rel + 2) / (3 * k_rel))) < 1e-6
k_dense = cap_densified(dense_x) * dense_x

# Crushing before the elastic threshold
x_crush = np.exp(-strength / modulus)
crush_field = np.sqrt(2 * strength / eps) * x_crush
assert abs(branches(crush_field)[0] - x_crush) < 1e-9
assert crush_field < nominal_crit
crush_dense = path_field(x_crush, cap_densified, elastic_log)
assert x_crush > dense_x and crush_dense < dense_field

# Softening needed to bring the mechanical limit to electrical breakdown
soft_modulus = np.e * eps * field_bd**2
soft_num, _ = threshold_from_energy(cap_constant, soft_modulus)
assert abs(soft_num / field_bd - 1) < 1e-6

# Tunnelling through a triangular barrier, free electron mass, no image force
barrier = barrier_eV * const.e


def wkb_exponent(field):
    return (4 * np.sqrt(2 * const.m_e) * barrier**1.5
            / (3 * const.hbar * const.e * field))


tunnel = []
for field in (field_bd, true_crit):
    width = barrier / (const.e * field)
    kappa = np.sqrt(2 * const.m_e * barrier) / const.hbar
    integral = quad(lambda s: np.sqrt(max(0.0, 1 - s)), 0, 1)[0]
    exponent = wkb_exponent(field)
    assert abs(2 * kappa * width * integral / exponent - 1) < 1e-6
    assert width < thickness * x_crit
    tunnel.append((width * 1e9, exponent, np.exp(-exponent)))

x_bd = branches(field_bd)[0]
assert abs((1 - x_bd) / (pressure_bd / modulus) - 1) < 0.01


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("INPUTS (rough typical values)")
show("initial thickness", thickness * 1e9, "nm")
show("relative permittivity", k_rel)
show("modulus", modulus / 1e9, "GPa")
show("electrical breakdown field", field_bd / MV_CM, "MV/cm")
show("Poisson ratio", poisson)
show("crushing strength", strength / 1e9, "GPa")
show("electron barrier", barrier_eV, "eV")
print("INSTABILITY")
show("permittivity", eps, "F/m")
show("critical thickness ratio, formula", x_crit, fmt=".5f")
show("critical thickness ratio, energy grid", x_num, fmt=".5f")
show("critical nominal field, formula", nominal_crit / MV_CM, "MV/cm", ".3f")
show("critical nominal field, energy grid", field_num / MV_CM, "MV/cm", ".3f")
show("critical nominal field", nominal_crit / 1e9, "V/nm")
show("critical true field", true_crit / MV_CM, "MV/cm")
show("critical voltage", nominal_crit * thickness, "V")
show("critical thickness", x_crit * thickness * 1e9, "nm")
show("critical pressure", eps * true_crit**2 / 2e9, "GPa")
for fraction, stable, unstable in branch_rows:
    print(f"at {fraction:.2f} of critical voltage: stable x = {stable:.4f},"
          f" unstable x = {unstable:.4f}")
show("fixed charge / threshold charge", q_ratio)
show("stable x at that fixed charge", x_charge)
show("nominal field at that charge", charge_nominal / MV_CM, "MV/cm")
print("AT ELECTRICAL BREAKDOWN")
show("voltage", volt_bd, "V")
show("electrostatic pressure", pressure_bd / 1e6, "MPa")
show("relative compression", 100 * (1 - x_bd), "%")
show("thickness change", (1 - x_bd) * thickness * 1e9, "nm")
show("critical nominal field / breakdown field", nominal_crit / field_bd)
show("modulus for equal fields", soft_modulus / 1e6, "MPa")
show("softening factor needed", modulus / soft_modulus)
print("OTHER ASSUMPTIONS AND NEGLECTED EFFECTS")
show("linear law, critical x", linear_x)
show("linear law, critical nominal field", linear_field / MV_CM, "MV/cm")
show("free spreading, critical nominal field", free_field / MV_CM, "MV/cm")
show("confined modulus", confined / 1e9, "GPa")
show("clamped film, critical nominal field", clamped_field / MV_CM, "MV/cm")
show("densification, initial pressure factor", boost)
show("densification, critical x", dense_x)
show("densification, relative permittivity there", k_dense)
show("densification, critical nominal field", dense_field / MV_CM, "MV/cm")
show("x at crushing strength", x_crush)
show("crushing nominal field, constant permittivity", crush_field / MV_CM, "MV/cm")
show("crushing nominal field, densification", crush_dense / MV_CM, "MV/cm")
for name, row in zip(("breakdown field", "critical true field"), tunnel):
    print(f"tunnelling at {name}: width {row[0]:.3g} nm,"
          f" exponent {row[1]:.3g}, factor {row[2]:.2g}")
print("tests ok")
```

Running it gives:

```
INPUTS (rough typical values)
initial thickness: 50 nm
relative permittivity: 2.5
modulus: 5 GPa
electrical breakdown field: 6 MV/cm
Poisson ratio: 0.25
crushing strength: 0.5 GPa
electron barrier: 3 eV
INSTABILITY
permittivity: 2.214e-11 F/m
critical thickness ratio, formula: 0.60653
critical thickness ratio, energy grid: 0.60654
critical nominal field, formula: 91.158 MV/cm
critical nominal field, energy grid: 91.158 MV/cm
critical nominal field: 9.116 V/nm
critical true field: 150.3 MV/cm
critical voltage: 455.8 V
critical thickness: 30.33 nm
critical pressure: 2.5 GPa
at 0.50 of critical voltage: stable x = 0.9504, unstable x = 0.1578
at 0.90 of critical voltage: stable x = 0.7854, unstable x = 0.4073
at 0.99 of critical voltage: stable x = 0.6661, unstable x = 0.5450
fixed charge / threshold charge: 1.5
stable x at that fixed charge: 0.3247
nominal field at that charge: 73.19 MV/cm
AT ELECTRICAL BREAKDOWN
voltage: 30 V
electrostatic pressure: 3.984 MPa
relative compression: 0.07978 %
thickness change: 0.03989 nm
critical nominal field / breakdown field: 15.19
modulus for equal fields: 21.66 MPa
softening factor needed: 230.8
OTHER ASSUMPTIONS AND NEGLECTED EFFECTS
linear law, critical x: 0.6667
linear law, critical nominal field: 81.81 MV/cm
free spreading, critical nominal field: 64.46 MV/cm
confined modulus: 6 GPa
clamped film, critical nominal field: 99.86 MV/cm
densification, initial pressure factor: 1.9
densification, critical x: 0.7751
densification, relative permittivity there: 3.263
densification, critical nominal field: 48.88 MV/cm
x at crushing strength: 0.9048
crushing nominal field, constant permittivity: 60.82 MV/cm
crushing nominal field, densification: 40.93 MV/cm
tunnelling at breakdown field: width 5 nm, exponent 59.2, factor 2e-26
tunnelling at critical true field: width 0.2 nm, exponent 2.36, factor 0.094
tests ok
```
